\section*{Symmetry-distinct intramolecular hydrogen transfers and their path degeneracies}

\section{One molecule by hand}

Take aminoalane $\mathrm{CH_3NHAlH_2}$ and let a methyl hydrogen move to aluminium. With numbered atoms there are three such transfers, one for each methyl hydrogen. They are one chemical process, so a list of reactions should hold one entry. The molecule still has three ways out, so that entry must carry the factor $L=3$.

Symmetry gives this factor. The permutations that preserve elements and bonds shuffle the three methyl hydrogens and the two on aluminium, so there are $3!\,2!=12$. Those that leave the moving hydrogen in place number $2!\,2!=4$, and $12/4=3$. The product $\mathrm{CH_2NHAlH_3}$ also has $2!\,3!=12$ permutations, of which 4 fix the transferred hydrogen, so the return path has degeneracy 3 as well. The scheme below does this, without listing the permutations, for any precursor graph in which each hydrogen has exactly one bond. Bridging hydrogens are excluded, because their donor is not unique and the shortest path to the acceptor may pass through the moving hydrogen itself.

\section{Channels and equivalence}

Let $R$ be a graph with numbered atoms, element labels and an edge for each bond. Formal bond orders are omitted, because a fixed pattern of single and double bonds would break the symmetry of a delocalised ligand. If two bonding patterns are truly different and do not interconvert, a further label must distinguish them.

A channel is an ordered triple
\begin{equation}
x=(h,D,A),\qquad A\ne D,
\end{equation}
in which hydrogen $h$ leaves donor $D$ and binds to acceptor $A$. If $d(D,A)$ is the number of bonds on the shortest path, that path has $d+1$ atoms. Adding $h$ gives a cyclic transition state of size $d(D,A)+2$. The user sets the allowed sizes and acceptor elements. In a cyclic molecule two routes may join $D$ and $A$; they count here as one channel unless the route is added to the label.

An automorphism $g$ is a permutation of atoms that preserves elements and edges. These form the group $G_R$, which acts by $gx=(g(h),g(D),g(A))$. Channels $x$ and $y$ are equivalent if $y=gx$ for some $g\in G_R$. The same condition says that the graph with the atoms of $x$ marked ``moving'', ``donor'' and ``acceptor'' is isomorphic to the graph so marked for $y$: such an isomorphism is an automorphism of $R$ that carries each mark to its counterpart.

Equivalent channels have equal rates. In atomic units $\hbar=1$, hence $h_{\rm Planck}=2\pi$. With $\beta=1/k_BT$, transition-state theory gives for one labelled channel
\begin{equation}
k_x=\frac{k_BT}{2\pi}\,
\frac{\sum_{s\in S_x}q_s e^{-\beta E_s}}
{\sum_{m\in M_R}q_m e^{-\beta E_m}} .
\label{eq:kx}
\end{equation}
Here $S_x$ holds all saddles of channel $x$, $M_R$ all minima with labelled graph $R$, and $q$ is a partition function for numbered nuclei, without symmetry numbers. The formula assumes that the minima equilibrate before reaction and that no trajectory recrosses the saddle. Exchanging identical nuclei leaves the energy unchanged. Thus $g$ maps $M_R$ onto itself and $S_x$ onto $S_{gx}$ with the same energies and partition functions, and $k_{gx}=k_x$. Isotopes must be given different labels if their masses matter.

\section{Degeneracy, forward and back}

The degeneracy is the number of channels in the orbit $G_Rx$. Let $H_x$ be the subgroup that fixes $h$, $D$ and $A$. Two elements give the same channel when
\begin{equation}
gx=g'x\iff g^{-1}g'x=x\iff g^{-1}g'\in H_x ,
\end{equation}
that is, when they lie in the same coset $gH_x$. Each coset has $|H_x|$ elements, so
\begin{equation}
L=|G_Rx|=\frac{|G_R|}{|H_x|}.
\label{eq:L}
\end{equation}

Counting labelled structures gives the same result. If $n_e$ atoms have element $e$, there are $N=\prod_e n_e!$ element-preserving permutations. They produce $N/|G_R|$ different labelled reactants. A directed saddle is an ordered pair of labelled reactant and product. The bond lost, $Dh$, and the bond gained, $hA$, share the atom $h$, so the pair determines $x$; the permutations that preserve it are those of $H_x$. There are therefore $N/|H_x|$ directed saddles, and the number per reactant is again $|G_R|/|H_x|$. Here one ``saddle'' stands for the whole set $S_x$.

For the reverse channel $(h,A,D)$ in product $P$, the edge sets obey
\begin{equation}
E_P=(E_R\setminus\{Dh\})\cup\{hA\}.
\end{equation}
A permutation that fixes $h,D,A$ preserves both changed edges. It therefore preserves $E_R$ if and only if it preserves $E_P$. The forward and reverse stabilisers are the same group $H_x$, and
\begin{equation}
\frac{L_f}{L_r}=\frac{|G_R|/|H_x|}{|G_P|/|H_x|}=\frac{|G_R|}{|G_P|}.
\label{eq:reverse}
\end{equation}
This is a useful check in an implementation, since the two groups can be found separately.

The degeneracies enter the rate law as follows. Let $p_i$ and $p_j$ be populations of labelled reactants and products, with $R$ and $P$ different species. Each reactant has $L_f$ exits of rate $k_f$, and each product $L_r$ exits of rate $k_r$. In the sum over all reactants every forward exit is a loss and every reverse exit a gain:
\begin{equation}
\frac{dp_R}{dt}=-L_fk_f\,p_R+L_rk_r\,p_P,
\quad p_R=\sum_i p_i,\quad p_P=\sum_j p_j .
\end{equation}
Write $a=L_fk_f$, $b=L_rk_r$ and $p_P=1-p_R$. Then $\dot p_R=b-(a+b)p_R$, and for $p_R(0)=1$
\begin{equation}
p_R(t)=\frac{b+a\,e^{-(a+b)t}}{a+b}.
\end{equation}
For all six classes of transfer between C, N and Al in aminoalane (two of them, from N or Al to C, give a five-bonded carbon and serve only as graph tests), the full labelled master equation was solved with $k_f=1$, $k_r=0.4$ and $t=0.3$ in arbitrary consistent units, starting from one labelled reactant. Its reactant population differs from this formula by at most $2.8\times10^{-16}$, which is rounding error.

\section{The scheme}

The group may be far too large to list, so the scheme finds generators. Colour refinement replaces each atom's colour by the pair (old colour, sorted colours of its neighbours), until the number of colours stops growing. An isomorphism preserves these colours, but equal colours do not prove isomorphism. In a six-membered ring and in two separate triangles every atom has two neighbours of its own kind, so refinement cannot tell the graphs apart. The search must therefore single out atoms and backtrack. Once joint refinement is stable and every colour occurs once in each graph, matching colours already preserves the edges, so the final edge check is only a cheap safeguard.

\begin{verbatim}
SEARCH(X, colours; Y, colours):
  refine X and Y jointly
  if the colour counts differ: return none
  if every colour occurs once in each graph:
    match equal colours; return map if edges agree
  choose v in X with a repeated colour
  for each w in Y with the colour of v:
    give v and w the same new colour
    if SEARCH succeeds: return its map
  return none

GROUP(X):
  refine; single out v1, v2, ... until colours
  are all distinct, storing colours at each level
  S = empty; order = 1
  for levels from last to first, with atom v:
    O = orbit of v under S
    for each w with the stored colour of v:
      if w not in O and SEARCH maps v to w:
        add the map to S; recompute O
    order = order * size(O)
  return S, order

CHANNELS(X):
  S, order = GROUP(X)
  list triples (h,D,A) allowed by element and ring
  while triples remain:
    take x; apply S repeatedly until no new triple
    store x with L = number reached; remove them
\end{verbatim}

To see that $S$ generates the whole group, let $G_i$ be the automorphisms that fix $v_1,\ldots,v_i$. At the last level all colours are distinct, so the remaining group is trivial. Suppose that $S$ already generates $G_i$. The next step adds maps until the orbit of $v_i$ under $S$ equals its orbit under $G_{i-1}$. For any $g\in G_{i-1}$ there is then a generated $t$ with $t(v_i)=g(v_i)$. Hence $t^{-1}g$ fixes $v_i$ and lies in $G_i$, so $g=t(t^{-1}g)$ is generated too. Equation (\ref{eq:L}), applied to the atom $v_i$, gives $|G_{i-1}|=|O_i|\,|G_i|$, and the product of orbit sizes is $|G_R|$.

For aminoalane, malonaldehyde enol and cyclopropane, listing all element-preserving permutations gives group orders 12, 1 and 48. The generator method gives the same orders and the same channel classes.

\section{Cost and numerical stability}

Each new generator carries $v$ outside its current orbit, so it is not in the group generated so far. By Lagrange's theorem the group order then at least doubles, and $|S|\le\log_2|G_R|$. Classifying $N_c$ channels takes $N_c|S|$ applications of a generator to a triple.

For $n$ atoms of bounded coordination, one refinement sweep costs $O(n\log n)$ with sorting. Along a search path without dead ends the number of colours never falls, and every sweep except the last of each refinement raises it. There are then $O(n)$ sweeps, and one search costs $O(n^2\log n)$.

A connected acyclic molecule has no dead ends. Two atoms of equal final colour have equally coloured neighbours, which can be paired; the neighbours of each pair can be paired in turn, and with no ring to close, no later pairing contradicts an earlier one. Graphs with rings lack this guarantee, and backtracking can grow exponentially for highly regular ones. An implementation should report an exceeded search limit as a failure, not as inequivalence.

Classification uses integers and has no rounding error. The group order can overflow a fixed-length integer, but $L$ comes from the orbit and does not need it. Rates at low temperature are best compared through $\ln L-\beta\Delta G$, which avoids underflow.

\section{Counting errors}

\paragraph{Pairing atom orbits.} It is not enough to combine each kind of hydrogen with each kind of acceptor. In an amide complex, a hydrogen can go to the nitrogen of its own ligand or to that of another. The two nitrogens are equivalent as atoms, but the two triples are not.

\paragraph{Comparing products.} Take the connectivity $\mathrm{CH_3CH_2CHCH_2}$, with hydrogen counts $(3,2,1,2)$. Transfer from carbon 1 to carbon 4 gives $(2,2,1,3)$. Transfer from carbon 2 to carbon 3 gives $(3,1,2,2)$, the same chain read backwards. The products are isomorphic, but the channels have rings of 5 and 3 atoms and degeneracies 3 and 2. Merging them would assign one barrier to two different saddles. This is a statement about graphs; neither transfer is claimed to be easy.

\paragraph{Forgetting direction.} In malonaldehyde enol, a hydrogen moves from one oxygen to the other and the product is isomorphic to the reactant. With numbered atoms $|G_R|=1$, so $L=1$. Each undirected saddle joins two labelled reactants, so dividing undirected saddles by reactants gives 0.5. The rate of leaving one given reactant needs the directed count, 1. The species concentration does not change, but the hydrogen does exchange sites.

\paragraph{Counting symmetry twice.} Suppose a methyl rotor enters the reactant partition function with symmetry number 3 and the saddle with 1. Their ratio already holds the factor 3, and multiplying by $L=3$ would give 9. Either symmetry numbers or $L$ may supply the factor, not both. If mirror-image saddles serve one labelled channel, both belong in $S_x$, just as mirror-image minima both belong in $M_R$.

\section{Locked stereocentres}

If tetrahedral centres cannot invert during the reaction, $M_R$ must be restricted to one set of handednesses, and some graph automorphisms cease to be symmetries. Give each centre $c$ a reference sign $\epsilon_c=\pm1$ for its handedness with neighbours in numerical order. Let $\pi_g(c)$ be the parity of the permutation that sorts the images of these ordered neighbours. The handedness changes by
\begin{equation}
\chi_g(c)=\epsilon_{g(c)}\,\epsilon_c\,\pi_g(c).
\end{equation}
Keep $g$ if $\chi_g(c)$ is the same at all locked centres. All plus signs preserve the configuration. All minus signs reverse it, and spatial inversion, which leaves the molecular energy unchanged, restores it. Mixed signs give an arrangement of the numbered atoms that is neither the original nor its mirror image, even if it is the same compound once the numbers are removed.

Consider a $\mathrm{CH_2}$ group that bears a silicon substituent, next to a carbon bearing N, F and X, with N as acceptor. Swapping the two hydrogens reverses the $\mathrm{CH_2}$ centre alone. If X is F, swapping the two fluorines as well reverses both centres, so $L=2$ survives. If X is Cl there is no such partner, and the class splits into two with $L=1$.

A torsional model shows the effect on the rates. Let $\psi$ be the angle of Si relative to N, $V(\psi)$ the torsional energy and $B$ the transfer barrier as a function of the angle between hydrogen and N. The ratio of the two rates is
\begin{equation}
r=\frac{\int_0^{2\pi}e^{-\beta[V(\psi)+B(\psi+2\pi/3)]}d\psi}
{\int_0^{2\pi}e^{-\beta[V(\psi)+B(\psi-2\pi/3)]}d\psi}.
\end{equation}
$B$ is even. If F and X are equal, $V$ is even too, and $\psi\to-\psi$ turns the numerator into the denominator, so $r=1$. The numerical case has ideal tetrahedral angles, a C--C bond of 1.53~\AA, C--H bonds of 1.09~\AA\ and other bonds of 1.5~\AA. Each substituent repels Si by $s\exp[-(d-2.53)/0.5]$, with their distance $d$ in \AA, and $B$ rises by 1~eV per \AA\ of H--N distance. At 600~K, $s=0.15$ and $0.10$~eV for N and F. Place F at $+2\pi/3$ and X at $-2\pi/3$ from N; the opposite placement gives $1/r$. Then $r=1.0000$ for $s_X=0.10$~eV and $r=0.108$ for $s_X=0.25$~eV. In the second case the total rate is the sum of two unequal rates, and doubling the rate of one hydrogen gives $2r/(1+r)=0.195$ or $2/(1+r)=1.805$ times that total. Equation (\ref{eq:kx}) taken over all handednesses yields the mean of the two rates, so $L=2$ times that mean is still the correct total, but both saddles are needed to obtain it.

\section{A hafnium precursor}

Tetrakis(ethylmethylamido)hafnium, $\mathrm{Hf[N(CH_3)(C_2H_5)]_4}$, has 49 atoms. Its four ligands can be permuted, and each has hydrogen groups of 3, 2 and 3:
\begin{equation}
|G_R|=4!\,(3!\,2!\,3!)^4=24\times72^4=644\,972\,544 .
\end{equation}
The search returns this order from 23 generators, within the bound $\log_2|G_R|\approx29.3$. With Hf and N as acceptors and rings of 4 to 6 atoms there are 140 labelled channels. Sorting them takes $140\times23=3220$ generator applications and gives seven classes. Pairing atom orbits gives six, because it merges the two transfers from the ethyl end to nitrogen.

Locking Hf and every carbon, with nitrogen taken as planar, splits none of the seven. Threefold rotations connect the hydrogens of a methyl group, and even ligand permutations connect all ordered pairs of ligands. For a $\mathrm{CH_2}$ hydrogen, exchange two ligands not involved in the transfer and reverse every carbon centre: this reverses all centres together and swaps the two hydrogens.

The barriers $\Delta G$ below are round model values for one labelled channel, not computed for this molecule. NCH$_3$ and NCH$_2$ are groups on nitrogen, CCH$_3$ is the end of an ethyl group, and the number after the acceptor is the ring size. The class rate is
\begin{equation}
Lk=L\,\frac{k_BT}{2\pi}e^{-\beta\Delta G}
=\frac{k_BT}{2\pi}e^{-\beta(\Delta G-k_BT\ln L)} .
\end{equation}

\begin{center}
\begin{tabular}{lcccc}
Class & $\Delta G$ (eV) & $L$ & $Lk$ (s$^{-1}$) & share\\
NCH$_3\to$Hf, 4 & 1.85 & 12 & 0.043 & 6.3\%\\
NCH$_3\to$N, 5 & 1.80 & 36 & 0.342 & 49.9\%\\
NCH$_2\to$Hf, 4 & 1.75 & 8 & 0.200 & 29.2\%\\
NCH$_2\to$N, 5 & 1.85 & 24 & 0.087 & 12.6\%\\
CCH$_3\to$Hf, 5 & 1.95 & 12 & 0.006 & 0.9\%\\
CCH$_3\to$N, 4 & 2.20 & 12 & 0.00005 & 0.0\%\\
CCH$_3\to$N, 6 & 2.00 & 36 & 0.007 & 1.0\%
\end{tabular}
\end{center}

All seven reverse degeneracies are 1: the transferred hydrogen is the sole one on its acceptor, and one carbon lacks a hydrogen. These product graphs differ from the reactant only in the bond of the hydrogen; if a bond between heavy atoms forms or breaks in the same step, such as Hf--C formation or loss of amine, the product graph and its group must be rebuilt. For NCH$_3\to$N the product group has order $17\,915\,904=|G_R|/36$, as (\ref{eq:reverse}) requires.

At 600~K, $k_BT=0.0517$~eV. The two leading rates are $36\times0.00950=0.342$ and $8\times0.02498=0.200$~s$^{-1}$. With the same barriers but every $L$ set to 1, NCH$_2\to$Hf would lead with 58.9\% against 22.4\%. The two classes cross when $36e^{-1.80\beta}=8e^{-1.75\beta}$, with energies in eV, so
\begin{equation}
k_BT=\frac{0.05\ \mathrm{eV}}{\ln(36/8)},\qquad T\approx386\ \mathrm{K},
\end{equation}
if the barriers do not change with temperature. Far below this the smallest barrier decides within this classical rate formula. For a real hydrogen transfer, tunnelling grows quickly on cooling; if it differs between the classes it shifts the crossing and can let the higher, narrower barrier lead at low temperature. In the formal limit where $k_BT$ is much larger than all barrier differences, the shares tend to $L/140$, which is 26\% for NCH$_3\to$N.

The lead at 600~K is fragile: a relative barrier change of $k_BT\ln(0.342/0.200)=0.028$~eV removes it, while an error of 0.10~eV changes a rate by a factor 6.9. The Wigner estimate of tunnelling, $1+(\beta\omega)^2/24$, is 1.24 for an imaginary frequency of 1000~cm$^{-1}$ and 1.54 for 1500~cm$^{-1}$. This is only the leading correction, and it is too small at the higher frequency, where $\beta\omega=3.6$. The full factor for a parabolic barrier, $(\beta\omega/2)/\sin(\beta\omega/2)$, is 1.29 and 1.85. If the two classes differed in this way, their ratio would change by a factor of about 1.43, still less than the present ratio of 1.7. A larger difference in frequency would exceed it: at 2000~cm$^{-1}$ the factor is above 3. The parabolic formula holds only for $\beta\omega<2\pi$ and diverges at 343~K for 1500~cm$^{-1}$, so it overestimates tunnelling near the crossing temperature.

This compound is used to deposit hafnium oxide films. A temperature of 600~K, 1~Torr of nitrogen and a 1~cm gap are rough reactor values, with the temperature towards the upper end for atomic layer deposition. The model's total rate is 0.685~s$^{-1}$, a lifetime of 1.5~s. For a collision diameter of 6~\AA\ the collision rate is about $10^7$~s$^{-1}$. A rough RRK estimate with 70 active modes gives an energised molecule a reaction rate near $4\times10^2$~s$^{-1}$, which suggests that collisions keep the energy distribution close to thermal. The number of active modes is a guess: with 30 modes the same estimate gives about $10^5$~s$^{-1}$, and the margin shrinks further if each collision with nitrogen transfers little energy. A more doubtful assumption is that the molecule reacts alone in the gas. For a gap $\ell$ and diffusion coefficient $\mathcal D$, the diffusion scale $\ell^2/\mathcal D$ is about 8~ms. A molecule that starts at a random place between two plates reaches one of them sooner, after $\ell^2/(12\mathcal D)\approx0.7$~ms on average, so only about 0.05\% of the molecules would react first. If every wall encounter consumed the precursor, its mean lifetime would fall from 1.5~s to below 1~ms, a factor of roughly 2000. Surface reactions need their own graphs, which include the surface sites, and their own barriers. The full values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Group orders, aminoalane/enol/C3 ring: 12 1 48
Largest lumping error in population: 2.8e-16
Enol L: 1; undirected count: 0.5
Four-carbon chain, same product: L = 3 2 ; rings = 5 3
CH2 test, equal groups: graph L 2, stereo L 2, rate ratio 1.0000
CH2 test, unequal groups: graph L 2, stereo L 1, rate ratio 0.1081
Precursor: Hf(N(CH3)(C2H5))4, atoms: 49
Automorphism group order: 644972544
Number of generators found: 23
Labelled channels: 140
Distinct channel classes: 7
Classes from atom-orbit pairs (wrong): 6
Classes unsplit by locked centres: 7
Donor>acceptor, ring | L_f L_r | product group order
NCH3>Hf, 4 | 12 1 | 53747712
NCH3>N, 5 | 36 1 | 17915904
NCH2>Hf, 4 | 8 1 | 80621568
NCH2>N, 5 | 24 1 | 26873856
CCH3>Hf, 5 | 12 1 | 53747712
CCH3>N, 4 | 12 1 | 53747712
CCH3>N, 6 | 36 1 | 17915904
Temperature: 600 K; kT: 0.05170 eV
kT/h: 1.250e+13 1/s
Class | barrier eV | kT ln L eV | k_c 1/s | L k_c 1/s | share % | share % if L=1
NCH3>Hf,4 | 1.85 | 0.128 | 3.611e-03 | 4.334e-02 | 6.3 | 8.5
NCH3>N,5 | 1.80 | 0.185 | 9.498e-03 | 3.419e-01 | 49.9 | 22.4
NCH2>Hf,4 | 1.75 | 0.108 | 2.498e-02 | 1.999e-01 | 29.2 | 58.9
NCH2>N,5 | 1.85 | 0.164 | 3.611e-03 | 8.667e-02 | 12.6 | 8.5
CCH3>Hf,5 | 1.95 | 0.128 | 5.220e-04 | 6.264e-03 | 0.9 | 1.2
CCH3>N,4 | 2.20 | 0.128 | 4.148e-06 | 4.977e-05 | 0.0 | 0.0
CCH3>N,6 | 2.00 | 0.185 | 1.985e-04 | 7.145e-03 | 1.0 | 0.5
Total rate: 0.685 1/s; lifetime: 1.459 s
Leader with L: NCH3 N 5 ; without L: NCH2 Hf 4
Leader crossing temperature: 385.8 K
Barrier change that undoes the lead: 0.0278 eV
Wigner factors at 1000, 1500 cm^-1: 1.24, 1.54
Rate factor for 0.10 eV barrier error: 6.92
Reactor: 1 Torr N2, gap 1 cm, collision diameter 6 angstrom
Collision rate (rough): 1.27e+07 1/s
RRK rate of energized molecule: 3.60e+02 1/s, 70 active modes
Diffusion time to wall (rough): 7.85 ms
\end{verbatim}
